Which thermal voltages survive current and field reversal in Hall measurements

**The argument under comment**

The author measures the Hall voltage of a free-standing thermoelectric film and reasons as follows. "Thermal voltages come from heat flow, and heat flow does not know the sign of the current. The Hall voltage changes sign with the current I and with the magnetic field B. Reversing both therefore separates it from every thermal voltage, and the carrier density needs no thermal correction."

The first sentence carries the whole argument. It has to be examined for each thermal voltage separately: what drives the heat, and how does the resulting voltage change when I or B is reversed?

**What the readings separate**

Take the current density j along x, the field along z and the voltage across y. Let V(+,−) be the reading with positive current and negative field, and so on. Any reading splits into four parts, each odd or even in I and in B. The combination

V_oo = [V(+,+) − V(−,+) − V(+,−) + V(−,−)]/4

keeps the part odd in both, since that part enters with the signs +, −, −, + and each other part cancels in pairs. The magnitudes of I and B must be equal in all four readings.

Reversing both together, with two readings, does less. The mean [V(+,+) + V(−,−)]/2 retains the part odd in both and also the part even in both. A static offset belongs to the latter, so this pair fails even before thermal effects are considered. Reversing B alone would remove the offset, but would keep any part even in I and odd in B. Two of the thermal voltages below are of that kind, so all four readings are needed.

**Transport laws and the voltmeter**

I use Gaussian units, electron charge −e, and linear response in an isotropic film. Let E = −∇Φ, where Φ is the electrochemical potential divided by −e; this is what a voltmeter compares. No current leaves through the sides, so j_y = 0. To first order in B,

E_y = RBj + S ∂T/∂y − NB ∂T/∂x

q_y = −TNBj − κ ∂T/∂y − κ_yx ∂T/∂x.

Here q is the heat flux, R the Hall coefficient, S the thermopower, N the Nernst coefficient and κ the heat conductivity. The Righi-Leduc conductivity κ_yx is odd in B. That the same N appears in both lines is derived below.

The leads have thermopower S_L and carry no current, so Φ + S_L T is constant along each. With the meter at one temperature, the voltage between bottom and top contacts, a distance w apart, is

V = Φ_bottom − Φ_top + S_L(T_bottom − T_top) = w[E_y − S_L ∂T/∂y].

Inserting E_y and writing s = S − S_L gives

V = w[RBj + s ∂T/∂y − NB ∂T/∂x].

If the sides exchange no heat, q_y = 0 and

∂T/∂y = −(TNB/κ)j − (κ_yx/κ) ∂T/∂x.

The voltage then has four terms:

- Hall: wRBj
- Ettingshausen: −wsTNBj/κ
- Nernst: −wNB ∂T/∂x
- Righi-Leduc: −ws(κ_yx/κ) ∂T/∂x

The second term refutes the author's first sentence. The current itself carries heat sideways, and this heat reverses with the current and with the field. Its voltage has the parity of the Hall voltage and remains in V_oo. The last two terms are odd in B, but if ∂T/∂x is imposed from outside they are even in I and cancel.

If the top contact is displaced by δ along x, the voltage gains δ(E_x − S_L ∂T/∂x). To first order in B this is δ(j/σ + s ∂T/∂x), where σ is the conductivity. The first piece is odd in I and even in B; the second is even in both. Neither enters V_oo.

**Why the current carries heat sideways**

Take one parabolic band with scattering time τ(ε), and write f = f₀ + g. Gradients and the electric force drive the distribution through

A = eE + (u/T)∇T, u = ε − μ,

where μ is the chemical potential. The magnetic force turns the velocity through the angle φ at the rate ω_c = eB/(mc). The linear Boltzmann equation is

g/τ + ω_c ∂g/∂φ = −(−∂f₀/∂ε) v·A.

Try g = −τ(−∂f₀/∂ε) v·C. Since ∂v_x/∂φ = −v_y and ∂v_y/∂φ = v_x, comparing the coefficients of v_x and v_y gives

C_x + bC_y = A_x, C_y − bC_x = A_y, b = ω_cτ.

To first order in b, C_x = A_x − bA_y and C_y = A_y + bA_x.

Let ⟨…⟩ be an average over states with weight τ(−∂f₀/∂ε)v²/3. The total weight is σ/e². Summing −ev g and uv g over states, with v_x² averaging to v²/3, gives

j = (σ/e)⟨C⟩, q = −(σ/e²)⟨uC⟩.

First let the temperature be uniform, so A = eE. The condition j_y = 0 requires E_y = −⟨b⟩E_x, while j = σE_x to leading order. Hence

R = −⟨b⟩/(σB).

The sideways heat flux is

q_y = −(σ/e)[⟨u⟩E_y + ⟨bu⟩E_x] = −(1/e)[⟨bu⟩ − ⟨b⟩⟨u⟩]j.

The bracket is the covariance of b and energy, written cov. Comparison with q_y = −TNBj gives N = cov/(eTB).

Now let j = 0 and the gradient G = ∂T/∂x be given. From j_x = 0, eE_x = −⟨u⟩G/T, so S = −⟨u⟩/(eT). From j_y = 0,

eE_y + ⟨b⟩eE_x + ⟨bu⟩G/T = 0, hence E_y = −cov G/(eT).

This is −NBG with the same N, as claimed. Putting these fields into C_x and C_y gives

C_x = (u − ⟨u⟩)G/T, C_y = [b(u − ⟨u⟩) − cov]G/T.

The heat fluxes −(σ/e²)⟨uC⟩ then yield

κ_el = (σ/e²T)⟨(u − ⟨u⟩)²⟩, κ_yx = (σ/e²T)⟨b(u − ⟨u⟩)²⟩.

The lattice adds to κ = κ_el + κ_lattice.

Electrons of different energy have different Hall angles b. The Hall field stops their total sideways current, but slow and fast electrons still drift in opposite directions and carry different amounts of heat. If τ is independent of energy, cov = 0 and this model has no Ettingshausen error.

**Size and sign of the error**

Dividing the Ettingshausen term by the Hall term and inserting N and R,

F = −sTN/(κR) = sσ cov/(eκ⟨b⟩).

Neither I nor B remains, so at low field a smaller current or field does not reduce the relative error.

Let τ ∝ ε^r. For a nondegenerate gas the weight, including the density of states ε^(1/2), is ε^(r+3/2) exp(−ε/k_BT). Its mean energy is (r + 5/2)k_BT. Multiplying by b ∝ ε^r raises the exponent by r and the mean energy to (2r + 5/2)k_BT. The difference of these means is cov/⟨b⟩ = r k_BT, so

F = r(k_B/e)(zT)/s, zT = s²σT/κ.

For r < 0, and s of the same sign as S, the Hall voltage is overestimated and the density underestimated. For r > 0 the reverse holds.

In the degenerate limit the energies lie close to the Fermi energy ε_F, with variance (π²/3)(k_BT)². Expanding b about ε_F gives cov/⟨b⟩ ≈ (π²/3)r(k_BT)²/ε_F. This is smaller than the nondegenerate value by the factor π²k_BT/(3ε_F).

**Numbers for a film like the author's**

I take rough parameters in the regime of n-type bismuth telluride at 300 K: density 2.0×10¹⁹ cm⁻³, mobility 150 cm²/Vs, six isotropic valleys of mass 0.30 electron masses, r = −0.5 and κ_lattice = 1.2 W/(m K). The film is 1 µm thick, 100 µm wide and 1 mm long. It is held in vacuum and carries 10 µA, or 10 A/cm², at 1 T. The top contact is displaced by 10 µm, the right end is 2 K warmer, and S_L = 2 µV/K.

The density fixes μ = 0.07 k_BT above the band edge. Numerical integration of the averages gives σ = 481 S/cm, R = −0.354 cm³/C, s = −202 µV/K, N = −0.695 µV/(K T), κ = 1.43 W/(m K) and κ_yx = 3.67 mW/(m K). For these numbers B/c in the Gaussian formulas is replaced by B in SI.

With j = 10⁵ A/m² and w = 10⁻⁴ m,

Hall: −3.54×10⁻⁷ × 1 × 10⁵ × 10⁻⁴ V = −3.54 µV.

The Ettingshausen temperature difference, top minus bottom, is

300 × 0.695×10⁻⁶ × 1 × 10⁵ × 10⁻⁴/1.434 K = 1.45 mK.

Multiplied by s, it gives −0.294 µV, which is 8.3% of the Hall voltage.

A two-dimensional finite-element solution of the coupled charge and heat flow, with fixed end temperatures and no radiation from the faces, supplies the four readings:

V(+,+) = 13.17 µV, V(−,+) = −20.78 µV
V(+,−) = 20.35 µV, V(−,−) = −28.92 µV.

Their parts are:

- odd in I and B: −3.83 µV, Hall plus Ettingshausen
- even in I, odd in B: 0.242 µV, from Nernst 0.139 µV and Righi-Leduc 0.103 µV
- odd in I, even in B: 20.81 µV, resistive misalignment
- even in both: −4.05 µV, thermoelectric misalignment

The two-reading mean is −7.87 µV, more than twice the Hall voltage, because it retains the last part.

If the density is taken as IB/(e × thickness × |V|) in SI, the four-reading result gives 1.63×10¹⁹ cm⁻³. Without the Ettingshausen voltage it would be 1.77×10¹⁹ cm⁻³. The remaining distance to 2.0×10¹⁹ cm⁻³ is not thermal: the energy spread of τ makes |R| larger than 1/(nec) by the factor 1.13, where n is the density.

**A condition on the cancellation**

The author may wish to retain the weaker claim that Nernst and Righi-Leduc voltages cancel. That requires ∂T/∂x to be the same for both current directions. Peltier heat at the current contacts can violate this.

Suppose the current leads bring in the Peltier heat TS_L j but conduct no other heat. Continuity of heat flux, to leading order in B, requires

TSj − κ ∂T/∂x = TS_L j, hence ∂T/∂x = Tsj/κ.

This gradient reverses with I. Its Nernst voltage is −wNB(Tsj/κ), which equals the Ettingshausen voltage term by term. Its Righi-Leduc voltage is −ws²Tκ_yx j/κ². Both are odd in I and in B and survive.

For the film the gradient amounts to −4.2 K from left to right over its length. The added voltages are −0.294 µV and −0.219 µV, and the total error rises from 8.3% to 22.8% of the Hall voltage. This is a limiting case; contacts held at fixed temperatures suppress the Peltier gradient.

Joule heat is proportional to I², so the gradient it produces is even in I and its linear-response voltages cancel. With both ends at one temperature, κ d²T/dx² = −j²/σ gives a mid-bar rise of j²L²/(8σκ) = 18 mK, where L is the length. Heating also changes the coefficients, which gives Hall terms of order I³ that do survive. If the coefficients vary on the scale of T itself, their relative size is about 0.018/300, or 6×10⁻⁵.

**What reduces the error**

A membrane of thickness t_m and conductivity κ_m, under the film and equally wide, offers heat a return path. For film thickness d, zero total sideways heat means

−TNBjd − (κd + κ_m t_m) ∂T/∂y = 0.

The Ettingshausen gradient is therefore multiplied by κd/(κd + κ_m t_m). For 0.5 µm at 3 W/(m K) this is 1.43/(1.43 + 1.50) = 0.49, leaving an error of about 4%. The formula needs good thermal contact and thicknesses much smaller than w. A thick substrate requires its own heat-flow calculation.

Alternating current is another remedy. Let θ be the temperature amplitude at angular frequency ω, with time factor exp(iωt), and let C_v be the heat capacity per volume. Inside the film the current-driven heat flux is uniform and deposits no heat, so

κ d²θ/dy² = iωC_v θ.

With y measured from the centre, zero heat flux at y = ±w/2 fixes dθ/dy there to the static gradient G_E = −TNBj/κ. The solution is

θ = G_E sinh(ky)/[k cosh(kw/2)], k² = iωC_v/κ.

Dividing the edge-to-edge difference by its static value wG_E gives the factor

tanh(Z)/Z, Z = kw/2.

At high frequency it tends to 1/Z and falls only as ω^(−1/2). With C_v = 1.2 J/(cm³ K), the in-phase factor is 0.82 at 100 Hz, 0.19 at 1 kHz and 0.06 at 10 kHz. The error is then about 6.8%, 1.6% and 0.5%, with the end temperatures held fixed.

**Relation to a real film**

The thermopower and heat conductivity are ordinary for bismuth telluride, but good bulk material reaches zT of order one, whereas this film has 0.41. At fixed s, r and degeneracy the error scales with zT, so a better material would show more of it.

The Ettingshausen error depends directly on the assumed exponent r. With one parabolic band and fixed end temperatures, the sign of r decides whether the Hall voltage is over- or underestimated. With insulated contacts it does not decide this alone, because the Righi-Leduc voltage of the Peltier gradient adds to the Hall voltage for either sign of r. A narrow gap makes the band nonparabolic, and b then falls with energy through the mass as well. Take a Kane-type band, ε(1 + ε/E_g) = p²/2m with E_g = 0.15 eV, at the same edge mass, density and mobility. Its error is +9.5% for r = 0 and changes sign only near r = 0.5. With τ inverse to the density of states it is about 16%. The 8.3% is therefore an order of magnitude, not a prediction. The band model also assumes a single band. Adding a mirror-image valence band across a rough gap of 0.15 eV, with μ held fixed, lowers the Ettingshausen error from 8.3% to 6.6%. Degeneracy matters less: the nondegenerate formula would give 8.8%.

Real valleys are also anisotropic. For three perpendicular orientations of a valley with mass ratio 4, a size estimate rather than the true crystal arrangement, R at fixed density and σ changes by

[(1 + 2/4)/3]/[(2 + 1/4)/3]² = 0.89.

The real valleys lie about a trigonal axis. With the field along that axis and an in-plane mass ratio K, the factor is 4K/(1 + K)². A ratio near 8, of the order reported for n-type bismuth telluride, gives 0.40, a larger shift of the density than the thermal error. If τ depends on energy alone, N changes by the same factor and F is unaffected.

Radiation from two black faces replaces iωC_v by 8σ_SB T³/d in the heat equation, where σ_SB is the Stefan-Boltzmann constant. In vacuum this is the only heat loss from the faces. Across the width the factor is 0.99, a negligible change. Along the length, differentiating the same solution at its centre gives 1/cosh(kL/2) = 0.44 for the Peltier gradient. The insulated-contact error then falls to about 8.3% + 0.44 × 14.5% ≈ 15%. With fixed end temperatures, the imposed gradient at mid-bar is multiplied by (kL/2)/sinh(kL/2) = 0.72. The two parts even in I then become 0.17 µV and −2.90 µV, and the Joule rise falls from 18 mK to 9.5 mK.

In air these figures do not apply. Still air, with a conductivity of about 0.026 W/(m K), carries heat around so thin a film from one edge to the other. If no other surface is near, this lowers the Ettingshausen error from 8.3% to roughly 4%, and it also suppresses the Peltier gradient at mid-bar.

**Recommendation**

The four-reading procedure should stay, but the claim that it removes every thermal voltage should go. The author should state how the current contacts are held in temperature and whether the film is in vacuum, and should either estimate F or measure its decline with frequency. Without that information, the quoted density carries an unassessed error that repeated reversals cannot average away.
